# Interaction energy of a periodic point dipole in a cubic cell, part 2

A supercell calculation repeats a neutral source with dipole moment \(\mathbf p\) through all space. The problem is to find how much energy the images add. The lattice, with vectors \(\mathbf R\), is simple, body-centred or face-centred cubic. The conventional cube has edge \(L\), and \(V\) is the volume per lattice point (\(V=L^3\) for simple cubic). The charge density \(\rho\) of one copy is rigid and no medium is present, unless stated otherwise. Under the tin-foil condition, the electric field averaged over a cell, including the field inside the sources, is zero.

Formulas are in Gaussian form, with charges in units of \(e\) and lengths in Å; energies are multiplied by 14.399645 eV Å. Dipoles point from negative to positive charge.

The energy sought is \(U=E_{\rm per}-E_{\rm iso}\), the energy per cell of the array minus that of one isolated copy. Let \(\psi\) be the periodic potential, with zero cell average, of one unit charge per lattice point in a uniform neutralizing background. Removing the charge at the origin leaves \(w(\mathbf r)=\psi(\mathbf r)-1/r\), which has cubic symmetry and, near the origin, satisfies \(\nabla^2w=4\pi/V\). The results needed are

Lemma 2:
\[
w(\mathbf r)=w(0)+\frac{2\pi r^2}{3V}+O\!\left(\frac{r^4}{L^5}\right).
\]
Lemma 3, for a neutral density:
\[
U=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\]
Theorem, for a point dipole under tin-foil conditions:
\[
U=-\frac{2\pi p^2}{3V}.
\]

The images' field at the dipole is then \(4\pi\mathbf p/(3V)\).

The example has a simple cubic cell with \(L=10\) Å and \(p=1\) \(e\) Å, which gives \(U=-0.030159\) eV. The smeared dipole in the final list of values is this dipole spread by a Gaussian of width \(\sigma=1\) Å.

### Proposition 2: what a different boundary does

Consider a finite block of cells without conducting wrapping. Let \(\mathbf P=\mathbf p/V\), and let the block grow at fixed shape. The field at its central dipole, summed over all the others, tends to
\[
\mathbf E=\frac{4\pi}{3}\mathbf P+\mathbf E_{\rm s},
\]
where \(\mathbf E_{\rm s}\) is the central field of the surface charge on a uniformly polarized body of the same shape.

*Proof.* The dipole at \(\mathbf R\) contributes the field \([3(\mathbf p\cdot\mathbf R)\mathbf R-R^2\mathbf p]/R^5\). First sum over a cube of cells centred on the origin. The matrix \(\sum(3R_iR_j-R^2\delta_{ij})/R^5\) has cubic symmetry, so it is a multiple of \(\delta_{ij}\). Its trace is zero, so it vanishes.

Outside a large cube of half-width \(b\), the dipole field changes little across one cell, and the sum may be replaced by an integral over a uniform polarization. For cells centred on their lattice points the first-order error cancels, and the relative error at distance \(r\) is at most of order \((L/r)^2\). The accumulated error is at most of order \(P\int_b^\infty (L^2/r^5)\,r^2dr\), which is proportional to \(P L^2/b^2\) and vanishes as \(b/L\) grows.

For a body \(\Omega\) let \(N_\Omega(\mathbf r)=\int_\Omega d^3r'/|\mathbf r-\mathbf r'|\). Its uniform polarization has the potential
\[
\phi_\Omega=\int_\Omega\mathbf P\cdot\nabla'\frac1{|\mathbf r-\mathbf r'|}\,d^3r'
=\oint\frac{\mathbf P\cdot\mathbf n}{|\mathbf r-\mathbf r'|}\,dS'=-\mathbf P\cdot\nabla N_\Omega ,
\]
which is the potential of surface charge \(\mathbf P\cdot\mathbf n\). The region between cube and block has \(N=N_{\rm block}-N_{\rm cube}\), so its field at the centre is \(\mathbf E_{\rm s}-\mathbf E_{\rm cube}\). Inside the cube \(\nabla^2N_{\rm cube}=-4\pi\), and cubic symmetry gives \(\partial_i\partial_jN_{\rm cube}(0)=-(4\pi/3)\delta_{ij}\). Therefore
\[
\mathbf E_{\rm cube}=\nabla(\mathbf P\cdot\nabla N_{\rm cube})\big|_0=-\frac{4\pi}{3}\mathbf P .
\]
Subtracting this field yields the stated result. ∎

For a square prism of half-width \(a\) and half-length \(c\) along \(\mathbf p\), the end faces carry surface charge \(+P\) and \(-P\). Both produce a field opposite to \(\mathbf p\) at the centre, each of magnitude \(P\) times the solid angle of the face. That solid angle is
\[
\Omega_{\rm f}=4\int_0^a\!\!\int_0^a\frac{c\,dx\,dy}{(x^2+y^2+c^2)^{3/2}}
=4\arctan\frac{a^2}{c\sqrt{2a^2+c^2}} .
\]
To verify the integral, let \(s^2=x^2+y^2+c^2\) and \(A=\arctan[xy/(cs)]\). Since \(c^2s^2+x^2y^2=(x^2+c^2)(y^2+c^2)\), differentiation gives \(\partial_xA=cy/[s(x^2+c^2)]\), and then \(\partial_y\partial_xA=c/s^3\). The component along \(\mathbf p\) is therefore
\[
E_{\rm s}=-2P\,\Omega_{\rm f}=-8P\arctan\frac{a^2}{c\sqrt{2a^2+c^2}} .
\]

Three shapes show the range. In a long needle, \(c\gg a\), the surface field vanishes and the tin-foil value \(4\pi P/3\) remains. In a cube the arctangent is \(\pi/6\), so \(E_{\rm s}=-4\pi P/3\) and the total is zero. In a wide slab, \(c\ll a\), \(E_{\rm s}\to-4\pi P\) and the total tends to \(-8\pi P/3\). The corresponding energies of the central dipole, \(-\frac12pE\), are \(-2\pi p^2/(3V)\), zero and \(+4\pi p^2/(3V)\).

Direct sums confirm this dependence. In units of \(p/V\), a needle of \(21\times21\times2001\) cells gave 4.18791, and a slab of \(301\times301\times21\) cells gave \(-7.58985\). Their surface fields are \(-0.00088\) and \(-11.77864\). Subtracting these leaves 4.18879 in both cases. A cube of \(41^3\) cells gave zero to the digits printed. With the example's \(p\) and \(L\), the central dipole has energy \(-0.030152\) eV in the needle and \(+0.054646\) eV in the slab.

The attraction in the theorem is thus not the work of the nearest images, whose fields cancel within any centred cube of cells. It depends on the distant part of the array and on the condition imposed at its boundary.

### Proposition 3: a dipole of finite length

Let charges \(\pm q\) be separated by \(\mathbf d=d\,\mathbf n\) in a simple cubic cell, with \(\mathbf n\) a unit vector. Then
\[
U=q^2[w(0)-w(\mathbf d)]
=-\frac{2\pi p^2}{3V}-\frac{Cq^2d^4K(\mathbf n)}{L^5}+O\!\left(\frac{q^2d^6}{L^7}\right),
\]
with
\[
K(\mathbf n)=n_x^4+n_y^4+n_z^4-\frac35,\qquad
C=\frac{175}{48}\sum_{\mathbf R\ne0}\frac{K(\mathbf R/R)}{(R/L)^5}.
\]

*Proof.* For two point charges the double integral contains \(w(0)\) twice with factor \(q^2\) and \(w(\mathbf d)\) twice with factor \(-q^2\). The prefactor one half gives the first equality. The quadratic part of \(w\) gives the theorem's term.

The quartic part of \(w\) is harmonic and has cubic symmetry. Its general form is
\[
\alpha_4(x^4+y^4+z^4)+\beta_4(x^2y^2+y^2z^2+z^2x^2),
\]
with Laplacian \((12\alpha_4+4\beta_4)r^2\). Thus \(\beta_4=-3\alpha_4\). The second bracket equals \(\frac12(r^4-x^4-y^4-z^4)\), so the quartic part is \(\frac52\alpha_4(x^4+y^4+z^4-\frac35r^4)\). This defines \(C\) through \(\frac52\alpha_4=C/L^5\).

To find \(\alpha_4\), compare \(\partial_x^4\psi\) with \(S=\sum_{\mathbf R}\partial_x^4(1/|\mathbf r-\mathbf R|)\). The latter converges absolutely, since its terms fall as \(R^{-5}\). The two functions have the same singular sources, so their difference is periodic and harmonic, hence constant. The cell average of \(\partial_x^4\psi\) is zero. That of \(S\) is \(V^{-1}\) times the integral of \(\partial_x^4(1/r)\) over all space, which is a surface term of order \(r^{-4}r^2\) at infinity and also vanishes. The constant is therefore zero, and the \(x^4\) term of \(w\) can be found by summing over point images.

The expansion of \(1/|\mathbf r-\mathbf R|\) for \(\mathbf r\) along \(x\) has the quartic term \(x^4P_4(u)/R^5\), where \(u=R_x/R\) and \(P_4(u)=(35u^4-30u^2+3)/8\). Permuting the axes replaces \(u^2\) by \(1/3\) and \(u^4\) by \((K+\frac35)/3\), where \(K=K(\mathbf R/R)\). The average of \(P_4\) is
\[
\frac18\left[\frac{35}{3}\left(K+\frac35\right)-10+3\right]=\frac{35}{24}K .
\]
The coefficient of \(x^4\) in the quartic part is \(\frac52\alpha_4(1-\frac35)=\alpha_4\), so \(\alpha_4=\frac{35}{24}\sum K/R^5\). Multiplication by \(\frac52L^5\) gives \(C\). Odd powers are absent from \(w\), so the next term is of sixth order. ∎

The lattice sum gives \(C=7.77\). Along [100], \(K=2/5\), and along [111], \(K=1/3-3/5=-4/15\). As long as this leading correction dominates, a finite dipole in the simple cubic lattice is therefore bound more strongly than the point formula says when it lies along a cube edge, and less strongly along a body diagonal. This ordering is specific to the simple cubic lattice. The same sum taken over the points of a body-centred or face-centred lattice is negative, about \(-7.77\) and \(-18.8\), so there the ordering is reversed.

For \(q=0.5\) \(e\), \(d=2\) Å and \(L=10\) Å, the correction along [100] is
\[
-\frac{7.7706\cdot0.5^2\cdot2^4\cdot0.4}{10^5}\cdot14.399645\ \text{eV}=-0.001790\ \text{eV}.
\]
The full pair energy is \(-0.031965\) eV, which differs from the point value by \(-0.001807\) eV, or 6% of that value. Along [111] the full energy is \(-0.028989\) eV, a difference of 4% with the opposite sign. Relative to the point energy the leading correction scales as \((d/L)^2\). At \(L=20\) Å, with the same charges and separation, the [100] difference has fallen to 1.5%.

### Remark: sources that respond, and a host crystal

Suppose the source has permanent moment \(p\) and isotropic polarizability \(\alpha\), and the images induce an extra moment \(\mu\) along it. Let \(k=4\pi/(3V)\). Creating \(\mu\) costs \(\mu^2/(2\alpha)\), so
\[
U(\mu)=\frac{\mu^2}{2\alpha}-\frac k2(p+\mu)^2 .
\]
At the stationary point \(\mu=\alpha k(p+\mu)\), which gives \(p+\mu=p/(1-\alpha k)\). Substitution yields
\[
U=-\frac k2(1-\alpha k)(p+\mu)^2
=-\frac{2\pi p^2}{3V}\,\frac1{1-4\pi\alpha/(3V)} .
\]
This is a minimum if \(\alpha k<1\). With \(\alpha=5\) Å\(^3\) and the 10 Å cell, the energy becomes \(-0.030804\) eV, about 2% larger in magnitude than for the rigid dipole.

A uniform linear host of dielectric constant \(\varepsilon\) changes Poisson's equation to \(\varepsilon\nabla^2\phi=-4\pi\rho\). For a given bare dipole, every interaction energy is divided by \(\varepsilon\). With \(\varepsilon=10\) the example gives \(-0.003016\) eV. Here \(p\) is the moment of the source without the host's screening charge; inserting the screened moment \(p/\varepsilon\) into the screened formula \(-2\pi p^2/(3\varepsilon V)\) would make the energy too small by a factor \(\varepsilon^2\), because the energy is quadratic in the moment, and inserting it into the unscreened formula would make it too small by a factor \(\varepsilon\).

For a defect pair in silicon, the cell of 10 Å is realistic: the cubic cell with 64 atoms has an edge of roughly 11 Å. The moment of 1 \(e\) Å is modest, since opposite unit charges on neighbouring sites would have roughly 2.4 \(e\) Å. The absence of a host, however, is a poor assumption here. Silicon has a dielectric constant of roughly 12, so in the uniform-host model the unscreened formula overstates the energy of a given bare dipole by about that factor. For neighbouring sites the separation is also comparable to the atomic spacing, where a uniform medium ignores local fields, and these can be as important as the screening itself. In a cubic lattice of polarizable points, for example, an extra dipole placed on a site acts at long range like a bare moment \(p(\varepsilon+2)/3\) in the uniform medium. In a large cell the factor \(1/\varepsilon\) then becomes \([(\varepsilon+2)/3]^2/\varepsilon\), which exceeds one for \(\varepsilon>4\). The factor \(1/\varepsilon\) is therefore no estimate for a real defect pair unless the effective moment is known. The unscreened theorem applies more directly to a small polar molecule in an otherwise empty cell. Even there it gives only the leading term. A real molecule responds to its images, and for a fixed charge density the higher moments add terms that begin at order \(L^{-5}\). In a small cell these can be a noticeable fraction of the dipole term.

The numerical output below lists the values for all cells and shapes considered.

## Values computed for the example and the checks

```
Coulomb constant e^2/(4 pi eps0): 14.399645 eV angstrom
Cell edge L: 10.0 angstrom; volume V: 1000.0 angstrom^3
Charge q: 0.50 e; separation d: 2.00 angstrom
Dipole p: 1.000 e angstrom
Point-dipole energy U: -0.030159 eV = -30.159 meV
Local field from images: 0.060317 V/angstrom
Image potential w(0) times L, simple cubic: -2.837297 (no unit)
V d2w/dz2 at origin, sc: 4.18880 (no unit)
V d2w/dz2 at origin, bcc: 4.18879 (no unit)
V d2w/dz2 at origin, fcc: 4.18879 (no unit)
Expected 4 pi/3: 4.18879 (no unit)
Tetragonal c/a: 1.5 (no unit)
Tetragonal V d2w/dx2: 6.7556 (no unit)
Tetragonal V d2w/dz2: -0.9447 (no unit)
needle: 21 x 21 x 2001 cells
  direct field: 4.18791 p/V; surface part: -0.00088 p/V
  energy of central dipole: -0.030152 eV
cube: 41 x 41 x 41 cells
  direct field: 0.00000 p/V; surface part: -4.18879 p/V
  energy of central dipole: -0.000000 eV
slab: 301 x 301 x 21 cells
  direct field: -7.58985 p/V; surface part: -11.77864 p/V
  energy of central dipole: 0.054646 eV
Gaussian width sigma: 1.0 angstrom
Smeared dipole, periodic energy: 0.646852 eV
Smeared dipole, isolated energy: 0.677011 eV
Difference: -0.030159 eV
Quartic lattice coefficient C: 7.7706 (no unit)
[100], L = 10 angstrom: pair -0.031965 eV, point -0.030159 eV
  excess -0.001807 eV, quartic term -0.001790 eV
[100], L = 15 angstrom: pair -0.009172 eV, point -0.008936 eV
  excess -0.000237 eV, quartic term -0.000236 eV
[100], L = 20 angstrom: pair -0.003826 eV, point -0.003770 eV
  excess -0.000056 eV, quartic term -0.000056 eV
[111], L = 10 angstrom: pair -0.028989 eV, point -0.030159 eV
  excess 0.001169 eV, quartic term 0.001194 eV
[111], L = 15 angstrom: pair -0.008780 eV, point -0.008936 eV
  excess 0.000156 eV, quartic term 0.000157 eV
[111], L = 20 angstrom: pair -0.003733 eV, point -0.003770 eV
  excess 0.000037 eV, quartic term 0.000037 eV
Polarizability alpha: 5.0 angstrom^3
Induced dipole: 0.02139 e angstrom
Energy with polarizable source: -0.030804 eV
Host dielectric constant eps: 10.0 (no unit)
Energy of same bare dipole in uniform host: -0.003016 eV
```
